# Interface dipoles behind two Schottky barriers of NiSi2 on Si(111)

**Question**

Epitaxial NiSi\(_2\) grows on Si(111) in two orientations. In type A the silicide has the same orientation as the silicon; in type B it is turned by 180° about the interface normal. The measured n-type Schottky barriers are 0.65 eV for A and 0.79 eV for B.

I want to turn this into a difference of interface dipole per 1×1 surface cell, but I am unsure of the sign and of whether the permittivity of silicon belongs in the formula. I am also stuck on the explanation. My pinning model takes the metal work function, the electron affinity and a charge-neutrality level of silicon, and it returns one barrier for both interfaces. Is this a matter of better parameters, or can such a model not work here?

**Answer**

Better bulk parameters cannot help, because every bulk input is the same for A and B. The dipole difference follows from electrostatics alone, so I take it first.

**From barriers to a potential step**

Let \(z\) point from silicide to silicon, and let \(\Phi=E_C-E_F\) at the interface. Let \(U_M\) and \(U_S\) be the averaged electrostatic energies of an electron in the silicide and in the silicon, taken just outside the thin interface layer. The average runs over the interface plane and over the bulk periods along \(z\), which removes the atomic oscillations. Measured from these averages, the Fermi energy of the silicide is a bulk number \(\mu_M\), and the conduction-band edge of silicon is a bulk number \(\epsilon_C\):

\[
E_F=U_M+\mu_M,\qquad E_C=U_S+\epsilon_C ,
\]
\[
\Phi=(U_S-U_M)+\epsilon_C-\mu_M .
\]

I assume the same composition, strain, doping and temperature in both samples. The bulk terms then cancel in the difference. Since \(U=-eV\),

\[
\Phi_B-\Phi_A=-e\,\Delta V ,
\]

where \(\Delta V\) is the rise in potential from silicide to silicon in B, minus the same rise in A.

**From the step to a dipole**

Let \(\delta\rho(z)\) be the averaged charge density of B minus that of A, and \(\delta V(z)\) the corresponding potential difference. Take \(z_1\) and \(z_2\) on either side of the interface layer. The layer is treated as neutral, with no difference field at \(z_1\). Integrating \(\delta V''=-\delta\rho/\varepsilon_0\) twice gives

\[
\Delta V=-\frac1{\varepsilon_0}\int_{z_1}^{z_2}\!dz\int_{z_1}^{z}\!dz'\,\delta\rho(z')
=-\frac1{\varepsilon_0}\int_{z_1}^{z_2}(z_2-z')\,\delta\rho(z')\,dz' .
\]

The second form follows by exchanging the order of integration: a charge at \(z'\) contributes for all \(z\) between \(z'\) and \(z_2\). Neutrality removes the \(z_2\) term, and what remains is the dipole per area:

\[
\Delta V=\frac1{\varepsilon_0}\int z'\,\delta\rho(z')\,dz'=\frac{\Delta p_z}{\varepsilon_0A_c}.
\]

Here \(\Delta p_z=p_B-p_A\) per surface cell, and \(A_c\) is the cell area. Therefore

\[
\boxed{\;\Delta p_z=-\varepsilon_0A_c\,\frac{\Phi_B-\Phi_A}{e}\;}
\]

The permittivity of silicon does not appear because \(\delta\rho\) contains all charge, including the electronic and ionic response. It would enter only if you asked for some unscreened part of the dipole.

The 1×1 cell is a rhombus of side \(a/\sqrt2\) and angle 60°. With \(a=0.5431\) nm,

\[
A_c=\frac{a^2}{2}\,\frac{\sqrt3}{2}=\frac{\sqrt3}{4}a^2=0.1277\ \text{nm}^2 .
\]

The barrier difference is 0.140 eV, so

\[
\frac{\Delta p_z}{e}=-\frac{(8.854\times10^{-12})(0.1277\times10^{-18})(0.140)}{1.602\times10^{-19}}\ \text{m}
=-0.00099\ \text{nm}.
\]

Thus \(\Delta p_z=-0.00099\ e\,\)nm, or \(-0.047\) debye. A dipole points from negative to positive charge, so the minus sign means that in B negative charge is displaced further towards the silicon relative to positive charge, whether electrons or ions move. This raises electron energies there and increases the n-type barrier.

As a check, I placed opposite point charges with this dipole on the actual surface lattice and summed their Coulomb potentials. The electron energy step came out as +0.13999… eV, that is 0.140 eV with the right sign.

The charge involved is small. Over one Si–Si bond length, 0.235 nm, the dipole corresponds to \(0.00099/0.235=0.0042\) electrons per cell. This is an equivalent charge; two barriers do not reveal the actual charge distribution.

**Why bulk inputs give zero difference**

A typical pinning formula is

\[
\Phi=S(W-\chi)+(1-S)\Phi_0 ,
\]

with metal work function \(W\), electron affinity \(\chi\), neutrality level at a depth \(\Phi_0\) below \(E_C\), and slope \(S\). Turning a separated crystal about its surface normal changes none of these. Even \(W\) and \(\chi\) of the particular (111) faces stay the same, for given face terminations. If \(S\) is also a bulk quantity, then \(\Phi_B-\Phi_A=0\) for every choice of parameters.

Resolving the bulk bands by parallel wavevector does not help. The half-turn takes \(\mathbf k_\parallel\) to \(-\mathbf k_\parallel\). In a nonmagnetic crystal, time reversal gives \(E(\mathbf k)=E(-\mathbf k)\), up to reversal of spin. The range of bulk energies available at \(\mathbf k_\parallel\) is therefore the same as at \(-\mathbf k_\parallel\), and so are the electron populations of the layers. A model that compares only these quantities on the two sides still cannot tell A from B.

What does change is the relative phase of the wavefunction on different atoms and orbitals, since time reversal replaces \(\psi\) by \(\psi^*\). These phases can matter only if the two crystals are coupled through more than one pair of orbitals, and even then not for every set of contacts. Several pairs can come from several contacts, or from s and p orbitals on a single bond.

**What the contact can distinguish**

Consider the sevenfold interface, in which each last Ni atom has seven Si neighbours. I use unrelaxed positions with the lattice constant of silicon. The count of seven holds for both A and B. The first metal-to-silicon distance whose count differs is

\[
\frac{5a}{4\sqrt3}=0.392\ \text{nm}.
\]

It runs from the last Ni layer to the second Si layer of the substrate. B has one such contact per cell and A has none.

A lattice model with one orbital per atom shows how this can matter. First let the halves touch through one bond of hopping \(t\), between end orbitals with Green functions \(g_M\) and \(g_S\). An electron can cross and return any number of times, so on the silicon-side end orbital

\[
G=g_S+g_St^2g_Mg_S+\dots=\frac{g_S}{1-t^2g_Mg_S}.
\]

For real hoppings \(H(-\mathbf k)=H(\mathbf k)^T\), and hence \(g(-\mathbf k)=g(\mathbf k)^T\). The diagonal elements \(g_M\) and \(g_S\) are even in \(\mathbf k\), so \(G\) is the same for A and B. For a deeper orbital \(i\), the correction contains \(g_{i1}g_{1i}\), where 1 is the end orbital. Transposition only swaps the two factors. With one orbital per atom, one bond therefore gives no difference in population.

I computed this model with a metallic half and a half with a 1.2 eV gap. With one orbital per atom and four equal bonds, that gap has to come from unequal site energies on the two atoms of the gapped crystal, which silicon does not have. Including all contacts up to 0.386 nm, the A and B populations agree within \(10^{-14}\) electrons. With contacts up to 0.46 nm and the same fixed Fermi level, the gapped side of B holds 0.0064 electrons per cell more than that of A. This value is for the thicker slabs and finer mesh; thinner slabs and a coarser mesh gave 0.0065. It uses a Fermi smearing of 0.1 eV and rises to about 0.007 with 0.03 eV. It lies between about 0.005 and 0.009 when the contact range is varied from 0.40 to 0.56 nm.

The model is generic and not self-consistent, so neither the size nor the sign is a prediction for NiSi\(_2\). The Fermi level is fixed but the total number of electrons is not, so this difference does not measure a transfer from the metallic half. What the model shows is that the charge held by the gapped half can change when only the registry of the two crystals changes.

The exact agreement for contacts up to 0.386 nm also relies on the short hopping range inside the gapped half, here below 0.30 nm. With sufficiently long-range hopping there, these same contacts can already give a small difference. With s and p orbitals, \(g_M\) and \(g_S\) become matrices, the one-bond argument no longer holds, and the 0.235 nm interface bond alone can already give different populations for A and B. The 0.392 nm contact is thus the first distinguishing one only in this one-orbital model, and it is not shown to be the cause in NiSi\(_2\).

**Gap states are not ruled out**

Suppose that the contact geometry supplies an energy step \(\Delta_0\) before the gap states respond. I call it unscreened in this sense only: it already includes the ordinary dielectric response of the layer. Suppose also that silicon has gap states of density \(D\) per energy and area at a distance \(\delta\) from the metal. If \(\Phi>\Phi_0\), the Fermi level lies below the neutrality level, and \(D(\Phi-\Phi_0)\) electrons per area are missing. This positive charge lowers the electron energy in silicon:

\[
\Phi=W-\chi+\Delta_0-c(\Phi-\Phi_0),\qquad c=\frac{e^2D\delta}{\varepsilon_i\varepsilon_0}.
\]

Here \(\varepsilon_i\) is the relative permittivity of the layer. Collecting \(\Phi\) and writing \(S=1/(1+c)\), so that \(c/(1+c)=1-S\), gives

\[
\Phi=S(W-\chi+\Delta_0)+(1-S)\Phi_0 .
\]

With the same \(S\) for both interfaces, the difference in unscreened step must be \((\Phi_B-\Phi_A)/S\). Take the round model values \(D=2\times10^{14}\) eV\(^{-1}\)cm\(^{-2}\), \(\delta=0.25\) nm and \(\varepsilon_i=2\). They give \(S=0.181\), so the step is \(0.140/0.181=0.77\) eV, equivalent to a dipole of magnitude 0.26 debye. This larger number depends on the model; the net 0.047 debye does not.

Two limits help. Without gap states \(S=1\), and the unscreened and net steps coincide. As \(S\to0\), any finite \(\Delta_0\) is screened away and both barriers go to \(\Phi_0\). The measured difference is therefore incompatible with perfect pinning at one common level.

You could instead give A and B different values of \(D\). Then, with \(\Delta_0=0\),

\[
\Phi_B-\Phi_A=(S_B-S_A)(W-\chi-\Phi_0).
\]

For \(W-\chi=0.90\) eV and \(\Phi_0=0.70\) eV, halving \(D\) in B raises \(S\) to 0.307 and the barrier by \(0.126\times0.20=0.025\) eV. Such a model can produce a difference, but its \(D\) is now a property of the interface.

**How far to trust the number for real diodes**

As an example, take 300 K and \(10^{16}\) donors per cm\(^3\). The interface fields are then about 0.036 MV/cm in A and 0.042 MV/cm in B. An electron at distance \(x\) from the metal has image and field energy \(-e^2/(16\pi\varepsilon_sx)-eFx\), where \(\varepsilon_s\) is the permittivity of silicon. Its maximum, at \(x^2=e/(16\pi\varepsilon_sF)\), lies \(e\sqrt{eF/(4\pi\varepsilon_s)}\) below the original barrier. This is 21.0 meV for A and 22.6 meV for B. If the quoted barriers include this lowering, removing it increases their difference by 1.6 meV, about 1% of 140 meV. The space-charge potential across a 0.5 nm interface layer differs by 0.3 meV if the layer has the permittivity of silicon, and by 1.6 meV if its relative permittivity is 2.

Reading errors matter more. An independent error of 0.01 eV in each barrier, which is my assumption, gives \(\sqrt2\times0.01/0.14=10\%\) in the dipole, or \(-0.047\pm0.005\) debye.

The estimate also assumes that each contact has a single orientation. Suppose that 1% of a type-B contact is type A, in patches wide enough to conduct independently, with the same current prefactor. The currents add:

\[
e^{-\Phi_{\rm app}/kT}=0.99\,e^{-\Phi_B/kT}+0.01\,e^{-\Phi_A/kT}.
\]

With true barriers of 0.79 and 0.65 eV, the apparent B barrier falls by 30 meV. The inferred dipole difference would then be about 22% too small in magnitude. Small patches are partly screened by their surroundings. Above the centre of a round patch of radius \(R\), the surroundings raise the electron energy at an initial rate \((\Phi_B-\Phi_A)/R\), while the space-charge field lowers it at the rate \(eF\). With the fields above, the two rates are equal at roughly \(R=35\) nm. Towards the rim the rise is steeper than at the centre, so the formula already overestimates the effect at this radius: in the depletion approximation such a patch passes at most about two thirds of the current assumed above. The overestimate grows for smaller patches and falls to about 10% or less only for radii near 100 nm. The dipole value therefore presumes barriers from contacts of one orientation, or from a measurement that resolves the patches. The numerical output below lists the remaining inputs and values.

## Calculated quantities

```
Given barrier, type A: 0.65 eV
Given barrier, type B: 0.79 eV
Barrier difference B-A: 0.140 eV
Silicon cubic lattice constant: 0.5431 nm
Surface cell area: 0.12772 nm^2
Net dipole difference B-A along z: -0.000988 e nm
Same dipole difference: -0.04746 debye
Energy step from Coulomb lattice sum: 0.139998 eV
Bond length: 0.2352 nm
Electrons moved over one bond: 0.00420 per cell
Interface metal coordination, A and B: 7, 7
First differing contact distance: 0.3920 nm
Contacts at that distance per cell, A and B: 0, 1
Lattice model: bond hopping -1.50 eV, hopping decay length 0.08 nm
Lattice model: gap 1.200 eV, smearing 0.10 eV
Largest A-B population change, reach 0.200 nm: 6.0e-15 electrons
Largest A-B population change, reach 0.240 nm: 4.6e-15 electrons
Largest A-B population change, reach 0.386 nm: 6.9e-15 electrons
Model electrons on gapped side, B-A, reach 0.460 nm: 0.006382 per cell
Shift from thicker slabs and finer mesh: -0.000162 per cell
Gap-state density: 2.0e+14 eV^-1 cm^-2
Gap-state layer: 0.25 nm, relative permittivity 2.0
Model W-chi: 0.90 eV; neutral-level barrier: 0.70 eV
Pinning slope S: 0.1810; barrier without bare step: 0.7362 eV
Unscreened step needed: 0.7733 eV
Unscreened dipole size needed: 0.2622 debye
Slope with half the gap states: 0.3066
Barrier change from halving gap states: 0.0251 eV
Temperature: 300 K; donors: 1.0e+16 cm^-3
Rough conduction-band density of states: 2.8e+19 cm^-3
Rough silicon permittivity: 11.7; mass ratio: 0.26
Interface field, A and B: 0.03600, 0.04158 MV/cm
Image lowering, A and B: 21.05, 22.62 meV
Image-lowering difference B-A: 1.57 meV
Space-charge drop difference over 0.5 nm: 0.28 meV
Tunnelling energy E00: 1.065 meV; kT: 25.85 meV
Tunnelling peak depth, A and B: 0.753, 0.990 meV
Tunnelling-depth difference B-A: 0.237 meV
Assumed reading error per barrier: 0.01 eV
Resulting relative dipole error: 10.1 percent
Type-A area in type-B contact: 1 percent
Apparent type-B barrier lowering: 30.4 meV
```
